# Half-Length Growth per Cycle Does Not Prove a 60-Degree Tilt

In the all-organic form of molecular layer deposition a film is built by exposing a surface alternately to two organic vapours. Each molecule has a reactive group at both ends, so one pair of exposures, one cycle, can lengthen every chain on the surface by one repeat unit. Suppose the unit is 1.2 nm long and the film thickens by 0.6 nm per cycle. Upright units would have given 1.2 nm. What are the molecules doing?

A ready answer is that they lean. A rod of length \(L\) whose axis makes an angle \(\theta\) with the film normal rises by \(L\cos\theta\), and \(\cos\theta=0.6/1.2=1/2\) gives \(\theta=60^\circ\). The arithmetic is right, and ordered layers of tilted molecules do exist, so the picture is reasonable. But the thickness is an average over a great many molecules, and the answer assumes that they all share one angle. The measurement did not establish that.

## What the thickness averages

Take the unit to be rigid, and let every chain gain one unit per cycle, pointing upward or at the lowest lying flat. Write \(c=\cos\theta\), so that \(0\le c\le 1\). The tip of a chain rises by \(Lc\), and the growth per cycle is the mean rise,

\[
G=L\langle c\rangle .
\]

The angle brackets denote an average over the units. The measured ratio \(g=G/L=1/2\) therefore fixes \(\langle c\rangle\), but in general not the distribution of \(c\).

Now let the units have no preferred direction within the upper hemisphere: equal solid angles hold equal numbers of units. The solid angle between \(\theta\) and \(\theta+d\theta\), taken all the way round the normal, is \(2\pi\sin\theta\,d\theta\), and the hemisphere has \(2\pi\) in all. The fraction of units in this ring is \(\sin\theta\,d\theta\). Since \(dc=-\sin\theta\,d\theta\), that fraction equals \(|dc|\): the variable \(c\) is spread evenly from 0 to 1. Hence

\[
\langle c\rangle=\int_0^1 c\,dc=\frac12,\qquad
\langle c^2\rangle=\int_0^1 c^2\,dc=\frac13 .
\]

The mean rise is again \(L/2\), or 0.6 nm, although the units now point everywhere from upright to flat. Two million random directions, made without using the even spread of \(c\), gave means of 0.5002 for \(c\) and 0.3335 for \(c^2\).

The angle of 60° keeps a meaning here, but a different one. Half of the units have \(c<1/2\), so half lean further than 60° and half lean less. It is the median tilt of a disordered film.

The word "uniform" must refer to solid angle. If equal intervals of \(\theta\) held equal numbers of units, the mean would be

\[
\frac{2}{\pi}\int_0^{\pi/2}\cos\theta\,d\theta=\frac{2}{\pi}\approx0.637 ,
\]

because such a distribution crowds too many units into the small solid angle around the normal.

## Weighing the film does not settle it

One might hope that a microbalance would see a difference. Let the film contain \(\rho\) units per volume, and count the units that cross a horizontal plane. A unit with vertical extent \(Lc\) crosses the plane if its centre lies within \(Lc/2\) above or below it, that is, in a slab of thickness \(Lc\). Averaging over the units gives the number of crossings per area,

\[
n=\rho L\langle c\rangle .
\]

Each crossing belongs to one rising chain, and each chain gains one unit per cycle. The number of units added per area is therefore also \(n\), and it depends on \(\langle c\rangle\) alone once \(\rho\) and \(L\) are given.

For a chain with a cross-section of 0.25 nm² perpendicular to its axis, filling space means \(\rho=1/(0.25\times1.2)\) nm⁻³. Then \(n=0.5/0.25=2\) nm⁻². Counting crossings of randomly placed rods gave 2.002 nm⁻² for the common tilt and 2.001 nm⁻² for the hemisphere, equal within the sampling noise. With a molar mass of 240 g/mol the gain is 79.7 ng/cm² per cycle in both films. This comparison holds the density fixed, at 1.33 g/cm³. If disorder left the film less dense, mass and thickness together would reveal the density, but still not the distribution of angles.

## How much freedom the mean leaves

The next quantity to ask for is \(\langle c^2\rangle\). Its possible range follows from two inequalities. First, a square cannot be negative:

\[
0\le\langle(c-g)^2\rangle=\langle c^2\rangle-2g\langle c\rangle+g^2
=\langle c^2\rangle-g^2 ,
\]

where the last step uses \(\langle c\rangle=g\). Second, \(c\) lies between 0 and 1, so \(c^2\le c\) and \(\langle c^2\rangle\le g\). Together,

\[
g^2\le\langle c^2\rangle\le g .
\]

The lower end is reached when every unit has \(c=g\), the common tilt. The upper end requires \(c^2=c\) for every unit: a fraction \(g\) stands upright and the rest lie flat. At \(g=1/2\) this half-and-half mixture is a third film with the same growth per cycle.

Orientation can be expressed through the order parameter

\[
S=\frac{3\langle c^2\rangle-1}{2},
\]

which is 1 for upright units and \(-1/2\) for flat ones. At \(g=1/2\) the range of \(\langle c^2\rangle\) from 1/4 to 1/2 becomes a range of \(S\) from \(-0.125\) to \(0.25\). The hemisphere, with \(\langle c^2\rangle=1/3\), has \(S=0\).

Solving the definition for \(\langle c^2\rangle=(1+2S)/3\) gives the variance of \(c\) in terms of two measurable quantities:

\[
\operatorname{Var}c=\langle c^2\rangle-\langle c\rangle^2
=\frac{1+2S}{3}-g^2 .
\]

A single tilt angle requires this to vanish, and a vanishing variance implies a single tilt angle. For the common tilt it is \(0.75/3-0.25=0\); for the hemisphere it is \(1/3-1/4=0.083\); for the mixture it is \(0.25\).

Neither measurement suffices by itself. Someone who measured only \(S=0\), and assumed a common tilt, would set \(\cos^2\theta=1/3\) and report 54.7°. That film would grow by \(1.2/\sqrt3=0.693\) nm per cycle. The observed 0.6 nm rules it out, within this model.

Nor do \(S=0\) and \(g=1/2\) together prove a hemisphere. Let three quarters of the units have \(c=2/3\) and one quarter lie flat. Then \(\langle c\rangle=\tfrac34\cdot\tfrac23=\tfrac12\) and \(\langle c^2\rangle=\tfrac34\cdot\tfrac49=\tfrac13\), the same two values. The pair of measurements can refute a common tilt, but in general it cannot identify the distribution that replaces it. The exception is the upper limit, \(S=1/4\) at \(g=1/2\), which only the mixture of upright and flat units reaches.

## An infrared measurement that separates the films

Infrared absorption depends on the square of a direction cosine, which is what \(S\) needs. Choose a vibration whose transition dipole lies along the unit, and let the units point equally in all directions around the normal. The absorption strength for a field along the normal \(z\) is proportional to \(\langle c^2\rangle\). The squares of the three direction cosines add up to 1, and the two in-plane directions are equivalent, so the strength along \(x\) is proportional to \((1-\langle c^2\rangle)/2\). Their ratio is

\[
R=\frac{2\langle c^2\rangle}{1-\langle c^2\rangle},
\]

which is 2/3 for the common tilt, 1 for the hemisphere and 2 for the mixture.

The light must also get its field into the film. Consider a free-standing film of thickness \(D\), much thinner than the wavelength, with weak absorption and refractive index \(n_r\). Light polarized in the plane of incidence, with field amplitude \(E_0\), arrives at an angle \(\alpha\) from the normal. To leading order in the thickness the field outside is that of the incident wave. The tangential electric field is continuous, so \(E_x=E_0\cos\alpha\) inside. The normal component of the displacement is continuous, so the normal field is reduced by the permittivity, \(|E_z|=E_0\sin\alpha/n_r^2\).

With \(\varepsilon''_x\) and \(\varepsilon''_z\) the imaginary parts of the relative permittivity, the power absorbed per area is \(\tfrac12\omega\varepsilon_0D(\varepsilon''_x|E_x|^2+\varepsilon''_z|E_z|^2)\). The power arriving per area of film is \(\tfrac12c_0\varepsilon_0E_0^2\cos\alpha\), where \(c_0\) is the speed of light. Dividing the first by the second gives the absorptance

\[
A(\alpha)=\frac{\omega D}{c_0}\left[\varepsilon''_x\cos\alpha+
\varepsilon''_z\frac{\sin^2\alpha}{n_r^4\cos\alpha}\right].
\]

At normal incidence \(A(0)=\omega D\varepsilon''_x/c_0\). Since \(\varepsilon''_z/\varepsilon''_x=R\),

\[
\frac{A(\alpha)}{A(0)}=\cos\alpha+R\,\frac{\sin^2\alpha}{n_r^4\cos\alpha}.
\]

The thickness and the strength of the vibration have cancelled, but the refractive index has not and must be known. For \(n_r=1.6\) the factor \(1/n_r^4\) is 0.153, a severe reduction of the signal from the normal direction. At \(\alpha=60^\circ\) the formula becomes \(0.5+1.5\times0.1526\,R\), which gives 0.653 for the common tilt, 0.729 for the hemisphere and 0.958 for the mixture.

After 100 cycles the film is 60 nm thick. Solving Maxwell's equations for that thickness at a wavelength of 6 µm, with an orientation-averaged imaginary permittivity of 0.1, gives 0.658, 0.735 and 0.963. The thin-film formula is low by less than 1 per cent of each value. Films that agree in thickness and mass thus differ by about a tenth in this ratio when the common tilt is compared with the hemisphere.

The band must suit the assumptions. In aromatic polyamides the strong C=O stretch near 6 µm has its dipole nearly across the chain. If the units are also turned at random about their own axes, such a band reverses the order of the three ratios. The values above need a band polarized along the chain, and a weak one: when the imaginary permittivity at the band centre is 1 or more, all the ratios change, and at the band centre the difference between the common tilt and the hemisphere shrinks, from 0.076 to 0.058 at 1 and to 0.026 at 2. Ratios of band areas are more robust: for a Lorentzian band of width 30 cm⁻¹ in this film the difference stays near 0.077, although both ratios rise, to 0.669 and 0.746 at a peak value of 1.

These values used the same real refractive index in all directions. Ordered units make the index itself depend on direction. If full alignment gave an index difference of 0.3, and the difference scaled with \(S\), the ratio for the common tilt would move from 0.658 to 0.668. That closes about 13 per cent of its distance from the hemisphere, so the distinction survives for an index difference of this size. The shift grows roughly in proportion to the difference, so a more strongly birefringent material needs a larger correction, and an accurate \(S\) needs it in any case.

Measurement errors matter too. For small errors, the variance formula changes by \(\tfrac23\delta S-2g\,\delta G/L\). If the errors are independent, with sizes 0.03 for \(S\) and 0.02 nm for \(G\), and \(L\) is known, the error of the variance is

\[
\sqrt{\left(\frac{2\times0.03}{3}\right)^2+
\left(\frac{2\times0.5\times0.02}{1.2}\right)^2}=0.026 .
\]

The hemisphere's variance of 0.083 is 3.2 times this error. Such data would speak clearly against a common tilt, but they would not measure the width of the distribution precisely. An error as small as 0.03 in \(S\) is demanding: in the infrared measurement above, an error of 0.05 in the refractive index alone shifts the inferred \(S\) by about 0.035 for the common tilt, 0.04 for the hemisphere and nearly 0.05 for the mixture.

## Upright molecules can give the same thickness

There is another way to lose half the height. Let a chain react in a given cycle only with probability \(f\), independently of its direction and of earlier cycles. The mean rise becomes

\[
G=fL\langle c\rangle .
\]

Upright units with \(f=1/2\) also give 0.6 nm. If \(f=0.8\), a common tilt would need \(\cos\theta=0.5/0.8\), which is 51.3° instead of 60°. The variance test must then use \(g=G/(fL)\), so \(f\) has to be known. Sometimes \(S\) gives a warning: upright units have \(S=1\), far above the limit of 0.25 that holds at \(G=L/2\) when every chain reacts.

The films also differ in how evenly their chains grow. Write the rise in one cycle as \(Lbc\), where \(b\) is 1 if the chain reacts and 0 if it does not. Because \(b^2=b\), the mean square rise is \(L^2f\langle c^2\rangle\), and the variance per cycle is

\[
L^2\left(f\langle c^2\rangle-f^2\langle c\rangle^2\right).
\]

For independent steps the variances add. After \(N\) cycles the hemisphere with \(f=1\) has a standard deviation of chain height \(L\sqrt{N(1/3-1/4)}=L\sqrt{N/12}\), which is 3.5 nm for \(N=100\). Upright units with \(f=1/2\) give \(L\sqrt{N/4}=6.0\) nm, and a common tilt with \(f=1\) gives zero. Simulated growth gave mean heights of 60.02 nm and 60.03 nm for the first two cases, as the equal means require. These spreads do not forecast the roughness of a dense film, where neighbouring chains obstruct and support one another and their steps are not independent.

## When each picture would hold

The hemisphere is a counterexample to an inference. As a description of a real film it needs its own justification, because it assumes that no direction is favoured in energy. Suppose that an upright unit costs an energy \(E\) more than a flat one, with the cost proportional to \(c\), and that the units reach thermal equilibrium before they are fixed in place. With \(u=E/kT\), each direction has the weight \(e^{-uc}\). The two integrals needed are

\[
\int_0^1e^{-uc}dc=\frac{1-e^{-u}}{u},\qquad
\int_0^1c\,e^{-uc}dc=\frac{1-e^{-u}}{u^2}-\frac{e^{-u}}{u},
\]

the second by integration by parts. Their ratio is

\[
\langle c\rangle=\frac1u-\frac{e^{-u}}{1-e^{-u}}
=\frac1u-\frac1{e^u-1}.
\]

For small \(u\), replacing the weight by \(1-uc\) gives \((1/2-u/3)/(1-u/2)\approx1/2-u/12\), so the hemisphere result returns when \(E\) is small compared with \(kT\). At 423 K, \(kT\) is 36 meV. An energy of 0.1 eV gives \(u=2.74\) and \(\langle c\rangle=0.296\), and the growth per cycle falls from 0.6 nm to 0.355 nm. A modest attraction to the surface is enough to spoil the value of one half.

The common tilt is also an idealization. Let each unit wobble within a cone of half-angle \(\beta\) about an axis tilted by \(\theta_0=60^\circ\), with equal weight per solid angle. A unit at angle \(\delta\) from the axis and azimuth \(\varphi\) around it has

\[
c=\cos\theta_0\cos\delta-\sin\theta_0\sin\delta\cos\varphi .
\]

Averaging over \(\varphi\) removes the second term. Inside the cone \(x=\cos\delta\) is spread evenly from \(\cos\beta\) to 1, so \(\langle c\rangle=\cos\theta_0(1+\cos\beta)/2\). In \(c^2\) the cross term averages to zero and \(\cos^2\varphi\) to 1/2:

\[
\langle c^2\rangle_\varphi=\cos^2\theta_0\cos^2\delta+
\tfrac12\sin^2\theta_0\sin^2\delta .
\]

Inserting this in the definition of \(S\) and writing the sines through cosines gives a product,

\[
\frac{3\langle c^2\rangle_\varphi-1}{2}=
\frac{3\cos^2\theta_0-1}{2}\;\frac{3\cos^2\delta-1}{2}.
\]

The average of \((3x^2-1)/2\) over the cone is \(\cos\beta(1+\cos\beta)/2\). For \(\beta=15^\circ\), which keeps every unit above the horizontal, \(\langle c\rangle\) becomes 0.491 and \(S\) changes from \(-0.125\) to \(-0.119\). The variance of \(c\) is then about 0.013, still far below the hemisphere's 0.083. A tilted film with a wobble of this size remains distinguishable from a disordered one; at \(\beta=30^\circ\), the widest cone that stays above the horizontal and so the limit of these formulas, the variance is already 0.048, less than 1.5 times the error of 0.026 away from the hemisphere's value.

The numbers used here are round model parameters in the rough range of aromatic polyamide films, whose repeat units are about a nanometre long; they do not describe a particular measured film. In a real process the assumption that every chain gains one unit per cycle can fail. A molecule with two reactive ends can attach by both and use up two sites, and crowding can leave sites unreacted. The case \(f=0.8\) shows a shift of nearly 9° in the inferred tilt, and the attraction of 0.1 eV lowers the growth by about 40 per cent. A film on a reflecting substrate also needs different optical fields from those of the free-standing film. The numerical output below lists the main values.

What a growth of 0.6 nm per cycle establishes, for a known \(L\), is the product \(f\langle c\rangle=1/2\). To claim a common 60° tilt one must also show that \(S\) is close to \(-1/8\). Within this model, that value together with the growth also forces \(f\) to be close to 1, because \(\langle c^2\rangle\ge\langle c\rangle^2=1/(4f^2)\). With \(S\) higher by 0.03 and \(G\) lower by 0.02 nm, the same bound still allows \(f\) down to about 0.93.

## Values computed for the example and the checks

```
Unit length L: 1.20 nm
Growth per cycle G: 0.60 nm
Number of cycles: 100
Film thickness: 60.0 nm
Common tilt inferred from G/L: 60.00 degrees
Hemisphere, sampled mean c: 0.5002
Hemisphere, sampled mean c^2: 0.3335
Uniform in angle instead, mean c: 0.6366
S, common tilt: -0.1250
Var c, common tilt: 0.0000
R, common tilt: 0.6667
S, hemisphere: 0.0000
Var c, hemisphere: 0.0833
R, hemisphere: 1.0000
S, upright/flat mix: 0.2500
Var c, upright/flat mix: 0.2500
R, upright/flat mix: 2.0000
Lowest S allowed by G (linear program): -0.1250
Highest S allowed by G (linear program): 0.2500
Common tilt that would give S = 0: 54.74 degrees
Its growth per cycle: 0.693 nm
Counted chains per area, common tilt: 2.002 nm^-2
Counted chains per area, hemisphere: 2.001 nm^-2
Chain cross-section: 0.25 nm^2
Molar mass of unit: 240 g/mol
Film density: 1.328 g/cm^3
Mass gain per cycle, both films: 79.7 ng/cm^2
Simulated mean height, hemisphere: 60.02 nm
Height spread, hemisphere: 3.46 nm
Simulated mean height, upright, f = 0.5: 60.03 nm
Height spread, upright, f = 0.5: 6.00 nm
Refractive index: 1.60
Infrared wavelength: 6.0 um
Normal-field intensity factor 1/n^4: 0.1526
A(60 deg)/A(0), thin formula, common tilt: 0.6526
A(60 deg)/A(0), full film, common tilt: 0.6581
A(60 deg)/A(0), thin formula, hemisphere: 0.7289
A(60 deg)/A(0), full film, hemisphere: 0.7345
A(60 deg)/A(0), thin formula, upright/flat mix: 0.9578
A(60 deg)/A(0), full film, upright/flat mix: 0.9628
Assumed birefringence at full alignment: 0.30
Full-film ratio with it, common tilt: 0.6682
Temperature: 423 K
Thermal energy kT: 36.45 meV
Assumed upright-minus-flat energy: 0.10 eV
Mean c with this attraction: 0.2957
Growth per cycle with it: 0.355 nm
Wobble cone half-angle: 15.0 degrees
Mean c with wobble: 0.4915
S with wobble: -0.1187
Tilt inferred if f = 0.8: 51.32 degrees
Assumed error of G: 0.02 nm
Assumed error of S: 0.03
Resulting error of Var c: 0.0260
Hemisphere Var c over its error: 3.20
```
